# Epstein Drag on a Sphere with Specular or Diffuse Re-emission: test program

```python
"""
Result under test: free-molecular drag on a slow sphere is
    F = delta * (4 pi/3) * a^2 * rho * vbar * u,
with delta = 1 for specular reflection and delta = 1 + pi/8 for diffuse
re-emission from a sphere at the uniform temperature of the gas.
a: sphere radius; rho: gas density; u: gas drift seen by the sphere;
vbar = sqrt(8 k T/(pi m)): mean molecular speed; m: molecular mass.
Dimensionless tests use m = n = a = 1 and thermal speed sqrt(kT/m) = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

pi = np.pi
vbar_unit = np.sqrt(8 / pi)
delta_diffuse = 1 + pi / 8


def integral(function, low, high):
    return quad(function, low, high, epsabs=1e-13, epsrel=1e-12)[0]


# Mean normal speed of molecules leaving a wall, weighted by flux.
effusion_speed = (integral(lambda c: c**2 * np.exp(-c*c/2), 0, 12)
                  / integral(lambda c: c * np.exp(-c*c/2), 0, 12))
assert abs(effusion_speed / (pi * vbar_unit / 4) - 1) < 1e-9

# Averages over the disc that a parallel beam sees.
mean_normal = integral(lambda b: 2*b*np.sqrt(1 - b*b), 0, 1)
mean_reflected = integral(
    lambda b: 2*b*np.cos(pi - 2*np.arcsin(b)), 0, 1)
assert abs(mean_normal - 2/3) < 1e-8
assert abs(mean_reflected) < 1e-8


def surface_forces(drift, sphere_temperature=1.0, conductance=None):
    """Specular and diffuse force from integration over surface elements.

    conductance = solid conductivity / radius; None keeps the sphere
    uniform, while zero describes a perfect heat insulator.
    """
    x, weight = np.polynomial.legendre.leggauss(12)
    sine = np.sqrt(1 - x*x)
    moments = np.empty((3, len(x)))
    for j, normal_drift in enumerate(drift * x):
        for power in (1, 2, 3):
            moments[power-1, j] = integral(
                lambda c: abs(c)**power
                * np.exp(-(c-normal_drift)**2/2) / np.sqrt(2*pi),
                -12, 0)
    flux, normal_momentum, cubic = moments
    tangential_drift = drift * sine
    incoming = -normal_momentum*x + tangential_drift*flux*sine
    specular_out = normal_momentum*x + tangential_drift*flux*sine
    temperature = np.full_like(x, sphere_temperature)
    if conductance is not None:
        energy_in = cubic/2 + flux*(tangential_drift**2 + 2)/2
        amplitude = (np.sum(weight*x*(energy_in - 2*flux))
                     / np.sum(weight*x*x*(2*flux + conductance)))
        temperature = 1 + amplitude*x
    diffuse_out = flux*effusion_speed*np.sqrt(temperature)*x
    specular = 2*pi*np.sum(weight*(incoming - specular_out))
    diffuse = 2*pi*np.sum(weight*(incoming - diffuse_out))
    return specular, diffuse


# Slow-drift force and its dependence on the wall model.
small_drift = 1e-3
unit_drag = 4*pi/3*vbar_unit*small_drift
specular_force, diffuse_force = surface_forces(small_drift)
specular_factor = specular_force/unit_drag
diffuse_factor = diffuse_force/unit_drag
assert abs(specular_factor - 1) < 1e-5
assert abs(diffuse_factor - delta_diffuse) < 1e-5

hot_factor = surface_forces(small_drift, 4/3)[1]/unit_drag
assert abs(hot_factor - (1 + pi/8*np.sqrt(4/3))) < 1e-5
insulator_factor = surface_forces(
    small_drift, conductance=0.0)[1]/unit_drag
assert abs(insulator_factor - (1 + 9*pi/64)) < 1e-5
for biot_test in (0.2, 1.0, 5.0):
    computed = surface_forces(
        small_drift, conductance=vbar_unit/(2*biot_test))[1]/unit_drag
    predicted = delta_diffuse + pi/64*biot_test/(1 + biot_test)
    assert abs(computed - predicted) < 1e-5

# Leading finite-speed correction to the incident force.
test_speed_ratio = 0.1
finite_drift = np.sqrt(2)*test_speed_ratio
finite_factor = (surface_forces(finite_drift)[0]
                 / (4*pi/3*vbar_unit*finite_drift))
assert abs((finite_factor - 1)/(test_speed_ratio**2/5) - 1) < 0.01

# Individual impacts on a sphere, at a speed that is not small.
rng = np.random.default_rng(271828)
count = 1_000_000
mc_drift = 0.5
velocity = rng.normal(size=(count, 3))
velocity[:, 2] += mc_drift
speed = np.linalg.norm(velocity, axis=1)
direction = velocity/speed[:, None]
sideways = rng.normal(size=(count, 3))
sideways -= np.sum(sideways*direction, axis=1)[:, None]*direction
sideways /= np.linalg.norm(sideways, axis=1)[:, None]
impact_squared = rng.random(count)
normal = (-np.sqrt(1-impact_squared)[:, None]*direction
          + np.sqrt(impact_squared)[:, None]*sideways)
reflected_z = (velocity[:, 2]
               - 2*np.sum(velocity*normal, axis=1)*normal[:, 2])
thermal = rng.normal(size=(count, 3))
thermal -= np.sum(thermal*normal, axis=1)[:, None]*normal
normal_speed = np.sqrt(-2*np.log1p(-rng.random(count)))
emitted_z = thermal[:, 2] + normal_speed*normal[:, 2]
mixed_z = np.where(rng.random(count) < 0.5, emitted_z, reflected_z)
expected_recoil = pi/6*vbar_unit*mc_drift


def recoil_statistics(outgoing_z):
    sample = -speed*outgoing_z
    return sample.mean(), sample.std(ddof=1)/np.sqrt(count)


spec_recoil, spec_error = recoil_statistics(reflected_z)
diff_recoil, diff_error = recoil_statistics(emitted_z)
mixed_recoil, mixed_error = recoil_statistics(mixed_z)
assert max(spec_error, diff_error, mixed_error) < 0.02*expected_recoil
assert abs(spec_recoil) < 4*spec_error
assert abs(diff_recoil - expected_recoil) < 4*diff_error
assert abs(mixed_recoil - expected_recoil/2) < 4*mixed_error

# Heat-carrying gas with no drift: heat flux is q = 1, pressure is 1.


def heat_flux_average(radial_function):
    """Average radial_function(c)*c_z over the perturbed distribution."""
    return integral(
        lambda c: np.sqrt(2/pi)*c**4*np.exp(-c*c/2)/3
        * radial_function(c)*0.4*(c*c/2 - 2.5), 0, 14)


assert abs(heat_flux_average(lambda c: 1.0)) < 1e-9
assert abs(heat_flux_average(lambda c: c*c/2) - 1) < 1e-9
heat_force = pi*heat_flux_average(lambda c: c)
assert abs(heat_force/(32/(15*vbar_unit)) - 1) < 1e-9

# Silica particle in argon; material data are rough typical values.
radius = 100e-9
pressure_torr = 0.1
temperature = 300.0
argon_mass_u = 39.95
argon_diameter = 0.36e-9
argon_conductivity = 0.018
solid_density = 2200.0
solid_conductivity = 1.4
solid_heat_capacity = 740.0
fall_height = 0.10
hot_temperature = 400.0
diffuse_fraction = 0.9
electric_field = 100.0

pressure = pressure_torr*const.torr
molecule_mass = argon_mass_u*const.atomic_mass
thermal_energy = const.k*temperature
gas_density = pressure*molecule_mass/thermal_energy
vbar = np.sqrt(8*thermal_energy/(pi*molecule_mass))
mean_free_path = thermal_energy/(
    np.sqrt(2)*pi*argon_diameter**2*pressure)
particle_mass = 4*pi/3*radius**3*solid_density
weight_force = particle_mass*const.g
drag_specular = 4*pi/3*radius**2*gas_density*vbar
drag_diffuse = delta_diffuse*drag_specular
stop_specular = particle_mass/drag_specular
stop_diffuse = particle_mass/drag_diffuse
settle_specular = const.g*stop_specular
settle_diffuse = const.g*stop_diffuse
time_specular = fall_height/settle_specular
time_diffuse = fall_height/settle_diffuse

# Settling speed from weight balanced by the integrated surface force.
thermal_speed = np.sqrt(thermal_energy/molecule_mass)
force_scale = radius**2*gas_density*thermal_speed**2
for index, expected in ((0, settle_specular), (1, settle_diffuse)):
    balanced_speed = brentq(
        lambda v: force_scale*surface_forces(v/thermal_speed)[index]
        / weight_force - 1, 0.3*expected, 3*expected)
    assert abs(balanced_speed/expected - 1) < 1e-4

brownian_speed = np.sqrt(3*thermal_energy/particle_mass)
speed_squared = brownian_speed**2 + settle_diffuse**2
speed_correction = molecule_mass*speed_squared/(10*thermal_energy)
biot = pressure*vbar*radius/(2*temperature*solid_conductivity)
conduction_correction = pi/64*biot/(1+biot)/delta_diffuse
heat_time = (radius**2*solid_density*solid_heat_capacity
             / solid_conductivity)
hot_delta = 1 + pi/8*np.sqrt(hot_temperature/temperature)
partial_delta = 1 + diffuse_fraction*pi/8
brownian_spread = np.sqrt(
    2*thermal_energy/drag_diffuse*time_diffuse)
charge_ratio = const.e*electric_field/weight_force
balancing_gradient = weight_force*15*vbar/(
    32*radius**2*argon_conductivity)
assert radius/mean_free_path < 0.01
assert speed_correction < 1e-4
assert heat_time < 0.01*stop_diffuse

print(f"Diffuse factor, 1+pi/8: {delta_diffuse:.6f}")
print(f"Specular factor, surface integral: {specular_factor:.6f}")
print(f"Diffuse factor, surface integral: {diffuse_factor:.6f}")
print(f"Insulator factor, surface integral: {insulator_factor:.6f}")
print(f"Monte Carlo recoil/formula: {diff_recoil/expected_recoil:.4f}")
print(f"Monte Carlo standard error: {diff_error/expected_recoil:.4f}")
print(f"Particle radius: {radius*1e9:.0f} nm")
print(f"Argon pressure: {pressure_torr:.1f} Torr")
print(f"Gas and particle temperature: {temperature:.0f} K")
print(f"Argon molecular mass: {argon_mass_u:.2f} u")
print(f"Argon collision diameter, rough: {argon_diameter*1e9:.2f} nm")
print(f"Argon conductivity, rough: {argon_conductivity:.3f} W/(m K)")
print(f"Silica density, rough: {solid_density:.0f} kg/m^3")
print(f"Silica conductivity, rough: {solid_conductivity:.1f} W/(m K)")
print(f"Silica heat capacity, rough: {solid_heat_capacity:.0f} J/(kg K)")
print(f"Gas density: {gas_density:.4e} kg/m^3")
print(f"Mean molecular speed: {vbar:.2f} m/s")
print(f"Mean free path: {mean_free_path*1e3:.3f} mm")
print(f"Particle mass: {particle_mass:.4e} kg")
print(f"Particle weight: {weight_force:.4e} N")
print(f"Specular drag coefficient: {drag_specular:.4e} kg/s")
print(f"Diffuse drag coefficient: {drag_diffuse:.4e} kg/s")
print(f"Specular stopping time: {stop_specular*1e3:.3f} ms")
print(f"Diffuse stopping time: {stop_diffuse*1e3:.3f} ms")
print(f"Specular settling speed: {settle_specular*1e3:.2f} mm/s")
print(f"Diffuse settling speed: {settle_diffuse*1e3:.2f} mm/s")
print(f"Fall height: {fall_height*100:.0f} cm")
print(f"Specular fall time: {time_specular:.2f} s")
print(f"Diffuse fall time: {time_diffuse:.2f} s")
print(f"Radius/mean free path: {radius/mean_free_path:.2e}")
print(f"Particle rms thermal speed: {brownian_speed*1e3:.1f} mm/s")
print(f"Finite-speed correction scale: {speed_correction:.2e}")
print(f"Internal heat ratio B: {biot:.2e}")
print(f"Relative drag change from B: {conduction_correction:.2e}")
print(f"Internal heat diffusion time: {heat_time*1e9:.1f} ns")
print(f"Hot-particle temperature: {hot_temperature:.0f} K")
print(f"Hot-particle drag change: {100*(hot_delta/delta_diffuse-1):.2f} %")
print(f"Partial diffuse fraction: {diffuse_fraction:.1f}")
print("Partial-diffuse drag change: "
      f"{100*(partial_delta/delta_diffuse-1):.2f} %")
print(f"Buoyancy/weight: {gas_density/solid_density:.2e}")
print(f"Brownian rms spread on one axis: {brownian_spread*1e3:.2f} mm")
print(f"Residual electric field: {electric_field/100:.1f} V/cm")
print(f"One-charge electric force/weight: {charge_ratio:.3f}")
print("Gas gradient balancing weight: "
      f"{balancing_gradient/100:.3f} K/cm")
print("all tests passed")
```

Output:

```
Diffuse factor, 1+pi/8: 1.392699
Specular factor, surface integral: 1.000000
Diffuse factor, surface integral: 1.392699
Insulator factor, surface integral: 1.441787
Monte Carlo recoil/formula: 1.0005
Monte Carlo standard error: 0.0049
Particle radius: 100 nm
Argon pressure: 0.1 Torr
Gas and particle temperature: 300 K
Argon molecular mass: 39.95 u
Argon collision diameter, rough: 0.36 nm
Argon conductivity, rough: 0.018 W/(m K)
Silica density, rough: 2200 kg/m^3
Silica conductivity, rough: 1.4 W/(m K)
Silica heat capacity, rough: 740 J/(kg K)
Gas density: 2.1353e-04 kg/m^3
Mean molecular speed: 398.74 m/s
Mean free path: 0.540 mm
Particle mass: 9.2153e-18 kg
Particle weight: 9.0372e-17 N
Specular drag coefficient: 3.5665e-15 kg/s
Diffuse drag coefficient: 4.9671e-15 kg/s
Specular stopping time: 2.584 ms
Diffuse stopping time: 1.855 ms
Specular settling speed: 25.34 mm/s
Diffuse settling speed: 18.19 mm/s
Fall height: 10 cm
Specular fall time: 3.95 s
Diffuse fall time: 5.50 s
Radius/mean free path: 1.85e-04
Particle rms thermal speed: 36.7 mm/s
Finite-speed correction scale: 2.69e-09
Internal heat ratio B: 6.33e-07
Relative drag change from B: 2.23e-08
Internal heat diffusion time: 11.6 ns
Hot-particle temperature: 400 K
Hot-particle drag change: 4.36 %
Partial diffuse fraction: 0.9
Partial-diffuse drag change: -2.82 %
Buoyancy/weight: 9.71e-08
Brownian rms spread on one axis: 3.03 mm
Residual electric field: 1.0 V/cm
One-charge electric force/weight: 0.177
Gas gradient balancing weight: 0.938 K/cm
all tests passed
```
